# Forward-flux sampling of island nucleation, checked against an exact growth chain

A mesa of radius 1000 nm receives about half a monolayer per second. Whether new layers start on top of it depends on how many islands would nucleate on the bare terrace while one layer is deposited. If the number is far below one, most arriving atoms run off the edge; if it is about one or more, new layers can form. Several islands compete within a layer only if further nuclei appear before the first has drained the adatom gas. A growth calculation therefore needs the nucleation rate first, and a direct simulation spends nearly all its effort on islands that dissolve.

## The chain to be sampled

Let $n$ be the number of atoms in an island. In the algebra $T$ stands for $k_BT$, as in atomic units. A round island with area $\Omega$ per atom has perimeter $2\sqrt{\pi\Omega n}$. With step free energy $\beta$ per length and driving force $\Delta\mu$ per atom, its work of formation is

$$G(n)=c\sqrt n-n\,\Delta\mu,\qquad c=2\beta\sqrt{\pi\Omega}.$$

This capillary form is assumed down to $n=1$, so the adatom coverage is $\theta=e^{-G(1)/T}$. At $\Delta\mu=0$ it becomes $\theta_{\rm eq}=e^{-c/T}$, hence $\Delta\mu=T\ln(\theta/\theta_{\rm eq})$.

An island has $s\sqrt n$ edge sites, with $s=2\sqrt{\pi\Omega}/a$ and $a$ the atomic spacing. Each edge site is taken to have two outer neighbours. An adatom there, present with probability $\theta$, jumps in at one sixth of its total hop rate $\Gamma$. The attachment rate is therefore

$$a_n=\frac{\Gamma}{3}\,s\sqrt n\,\theta .$$

This count is a model choice and is low for small islands: on a triangular lattice 18 hops bring an adatom next to a single atom and 42 bring it next to a 19-atom hexagon, against $2s\sqrt n=6.6$ and 29. The cell rates $k$, $K$ and $J$ below carry this uncertainty in their prefactor. The rate corrected for diffusive supply hardly does: multiplying the count by 2.7 raises it by only 3%.

In a cell of $M$ sites the equilibrium number of islands of size $n$ is $w_n=Me^{-G(n)/T}$. Detailed balance, $d_{n+1}w_{n+1}=a_nw_n$, fixes the detachment rates $d_n$.

The simulated cell holds at most one island, and a reservoir keeps its coverage at $\theta$; in the example below the cell contains only $M\theta=5$ adatoms on average, far fewer than the island takes up. State 1 means "adatom gas, no island". Its exit rate is $u_1=M\theta a_1$: both atoms of a pair move, which doubles the encounter rate, and counting pairs once halves it again. For $n\ge2$, $u_n=a_n$. The equilibrium weights of the cell states are $\pi_1=1$ and $\pi_n=w_n$ for $n\geq2$. Since $w_1=M\theta$, the relation $\pi_nu_n=a_nw_n$ holds for every $n$, including $n=1$. On reaching a large size $n_B$ the cell is reset to gas.

## Why waiting for the event fails

Let $q_n$ be the chance of reaching $n_B$ before the gas state, with $q_1=0$ and $q_{n_B}=1$. Conditioning on the next jump gives

$$(a_n+d_n)q_n=a_nq_{n+1}+d_nq_{n-1}
\;\Rightarrow\;
a_n(q_{n+1}-q_n)=d_n(q_n-q_{n-1}).$$

Multiply by $w_n$ and use $d_nw_n=a_{n-1}w_{n-1}$. The product $a_nw_n(q_{n+1}-q_n)$ is then the same for all $n$; call it $K$. With $R_n=1/(a_nw_n)$, summation gives

$$q_n=K\sum_{j=1}^{n-1}R_j,\qquad K=\Big(\sum_{j=1}^{n_B-1}R_j\Big)^{-1}.$$

A new dimer succeeds with probability $q_2=KR_1=K/u_1$. In the example below $1/q_2=4.7\times10^7$: that many excursions are needed per nucleation.

The constant $K$ also has a direct meaning. Consider independent islands with mean numbers $N_n$, the adatom number held at $N_1=w_1$, and islands removed at $n_B$. Their steady flux is

$$a_nN_n-d_{n+1}N_{n+1}=a_nw_n\left(\frac{N_n}{w_n}-\frac{N_{n+1}}{w_{n+1}}\right).$$

Dividing by $a_nw_n$ and summing from 1 to $n_B-1$ leaves $1-0$ on the right, so the flux is again $1/\sum R_j=K$. This is the Becker–Döring rate.

## Splitting the climb

The remedy is to keep the rare partial successes. Choose sizes $\lambda_0<\lambda_1<\dots<\lambda_L=n_B$. Because the size changes by one atom at a time, an island at $\lambda_i$ must pass $\lambda_{i+1}$ to reach $n_B$. Hence $q(\lambda_i)=P_i\,q(\lambda_{i+1})$, where $P_i$ is the chance of reaching $\lambda_{i+1}$ before the gas state, and

$$P_i=\frac{q(\lambda_i)}{q(\lambda_{i+1})},\qquad \prod_{i=0}^{L-1}P_i=q(\lambda_0).$$

The procedure has three parts:

1. Run the cell from the gas state and count excursions that reach $\lambda_0$, each at most once. Dividing by elapsed time gives the flux $\Phi_0$.
2. From each $\lambda_i$ start $m$ trials, each ending at $\lambda_{i+1}$ or in the gas state. The successful fraction estimates $P_i$.
3. Multiply $\Phi_0$ by all the fractions.

No equilibrium weight enters the sampling, and the trials do not need detailed balance. Detailed balance is used here to solve the reference chain. Stationary conditions are needed, however: the stage probabilities carry no record of when a crossing occurred, so a driving force that changes during the climb is outside this scheme.

## Which clock divides the count

"Elapsed time" has two readings, and they give different rates. In the reset process let $p_n$ be the steady occupation probability, with $p_{n_B}=0$. The reset rate $k$ flows through every link:

$$u_np_n-d_{n+1}p_{n+1}=k.$$

Set $p_n=\pi_ny_n$. Detailed balance turns this into $y_n-y_{n+1}=kR_n$. Summing from $n$ upward,

$$y_n=k\sum_{j=n}^{n_B-1}R_j=\frac{k}{K}(1-q_n).$$

Since $q_1=0$, the gas state is occupied for the fraction $g=p_1=k/K$ of the time. Normalizing the $p_n$ gives

$$k=gK,\qquad g=\Big[1+\sum_{n=2}^{n_B-1}w_n(1-q_n)\Big]^{-1}.$$

Excursions start at rate $gu_1$ per total time, or $u_1$ per unit time spent in the gas. Each reaches $\lambda_0$ with probability $q_2/q(\lambda_0)$, and $u_1q_2=K$. Therefore

$$\Phi_0^{\rm total}=\frac{gK}{q(\lambda_0)},\qquad
\Phi_0^{\rm gas}=\frac{K}{q(\lambda_0)}.$$

Multiplication by $q(\lambda_0)$ yields $k$ with the total clock and $K$ with the gas clock. Neither result assumes a high barrier.

That $k$ is the inverse mean first-passage time follows separately from the backward equation. Let $\tau_n$ be the mean time from $n$ to $n_B$ and $D_n=\tau_n-\tau_{n+1}$. Then $u_nD_n=1+d_nD_{n-1}$, without the last term at $n=1$. Multiplying by $\pi_n$ and iterating gives $\pi_nu_nD_n=\sum_{m\le n}\pi_m$, so

$$\tau_1=\sum_{n=1}^{n_B-1}R_n\sum_{m=1}^{n}\pi_m
=\sum_{m=1}^{n_B-1}\pi_m\sum_{n=m}^{n_B-1}R_n
=\frac1K\sum_{m=1}^{n_B-1}\pi_m(1-q_m)=\frac1k .$$

The clocks agree when the cell is small enough to be nearly always without an island. In the other limit, $w_n\propto M$ makes $K\propto M$, while $k$ saturates because the cell admits one island at a time. For a rate per area of independent islands the gas clock is the right one: $J=K/(M\Omega)$.

## What must be stored, and the error

In the pure size chain, every arrival at $\lambda_i$ is the same state. Trials are then independent, and each fraction $\hat P_i$ has mean $P_i$ and second moment $P_i^2+P_i(1-P_i)/m$. The product of fractions is unbiased, with relative variance

$$V=\prod_i\left[1+\frac{1-P_i}{mP_i}\right]-1 .$$

The basin count $C$ adds about $1/C$ to the relative variance of the rate.

To place the interfaces, take equal $P_i=P$, equal cost per trial and a fixed total $N=Lm$. At leading order $V=L^2(1/P-1)/N$. With $x=\ln(1/P)$ and $Lx$ fixed, $V\propto(e^x-1)/x^2$, whose minimum obeys $xe^x=2(e^x-1)$. At $P=1/5$ the two sides are 8.05 and 8, so the optimum lies close to one fifth. Near the bottom of the chain, one-atom jumps can prevent this choice. The value is only a guide when costs differ: in the example below the mean cost of a trial rises from about 2 jumps in the first stage to about 260 in the last.

Real islands also have shapes. Let $E_i(s,s')$ be the chance that an island starting at $\lambda_i$ in shape $s$ reaches $\lambda_{i+1}$ in shape $s'$. The surviving weight must be carried forward,

$$e_{i+1}(s')=\sum_s e_i(s)E_i(s,s'),$$

which in a simulation means storing the arriving configurations and drawing the next starts from them. A two-shape chain shows what redrawing costs. At each step the shape flips with probability 0.02; otherwise the size rises with probability 0.25 in one shape and 0.45 in the other, and falls if it does not rise. Starting at size 3 with equal shares, the chance of reaching size 12 before size 1 is 0.0191 by direct solution and also 0.0191 when shapes are carried through interfaces at 6 and 9. Restoring equal shares at each interface gives 0.0079, too low by a factor of 2.4, because it discards the enrichment of survivors in the faster-growing shape. With stored shapes, trials sharing a parent share its success chance, so the binomial formula for $V$ no longer applies as it stands.

## A worked nucleation rate

The parameters are rough values in the regime of Ag(111): $a=0.289$ nm, $\beta=0.70$ eV/nm, a hopping barrier of 0.10 eV with prefactor $10^{12}$ s$^{-1}$, and a temperature of 700 K, so $T=0.0603$ eV. They give $\Omega=0.0723$ nm² and $c=0.667$ eV. The driving force is $\Delta\mu=0.070$ eV.

Setting $G'(n)=c/(2\sqrt n)-\Delta\mu=0$ gives

$$n^*=\left(\frac{c}{2\Delta\mu}\right)^2=22.7,\qquad
G^*=\frac{c^2}{4\Delta\mu}=1.59\ {\rm eV}=26.4\,T .$$

The end size is $n_B=80$, where $G$ has fallen about $20\,T$ below the barrier, so later terms in $\sum R_n$ are negligible.

A saddle estimate gives a first value of $K$. Near $n^*$, $R_n$ is approximately a Gaussian of width set by $|G''|=c/(4n^{*3/2})$, so

$$K\simeq a_{n^*}w_{n^*}\sqrt{\frac{|G''|}{2\pi T}} .$$

For $M=10^5$ the factors are $5.0\times10^7$ s$^{-1}$, $3.5\times10^{-7}$ and 0.064, with product 1.12 s$^{-1}$. The full sum gives 1.1245 s$^{-1}$.

The basin run of 400,000 excursions reached $\lambda_0=3$ in 17,536 cases. Twelve stages with 80,000 trials each followed. The first, from 3 to 4, has $P=0.108$ and cannot be subdivided; the last, from 28 to 80, has $P=0.767$. The sampled product is $4.83\times10^{-7}$, against $4.86\times10^{-7}$ from the chain. With the total clock,

$$k=(1.948\times10^6\ {\rm s^{-1}})(4.832\times10^{-7})=0.941\ {\rm s^{-1}},$$

against the exact 0.951 s$^{-1}$. A separate linear solution of the backward equation gives $\tau_1=1.051$ s, the inverse of the latter. The gas clock gives $K=1.113$ s$^{-1}$. Both sampled rates are 1.0% low, within the predicted standard error of 2.2%.

The variance law was tested by regrouping the trials into 200 runs of 400 trials per stage. Their mean product was 0.996 of the exact value, and their relative variance was 0.095, against a predicted 0.091.

The clocks differ here because $g=0.846$. A less rare case, with $\Delta\mu=0.15$ eV, 5000 sites and $n_B=30$, tests the total clock without splitting. There $g=0.778$, and 10,000 simulated passages gave $3.07\times10^5$ s$^{-1}$, against $k=3.09\times10^5$ s$^{-1}$. The value of $K=k/g$ would be 29% above $k$.

Brute force needs about $9.8\times10^7$ jumps for one event in the main case. A 2.2% counting error requires about $1/0.022^2\approx2000$ independent events, or $2\times10^{11}$ jumps. The complete forward-flux calculation used $3.7\times10^7$, some 5000 times fewer.

## From the cell to the mesa

The exact chain gives $J=155$ µm$^{-2}$ s$^{-1}$; sampling gives 154. Multiplication by the mesa area, 3.14 µm², suggests 490 nucleations per second. This number assumes the central driving force everywhere and attachment unhindered by diffusion. Both assumptions fail badly here.

Take a mesa edge that holds $\theta_{\rm eq}$ and a deposition rate $F$ in monolayers per second. This edge condition assumes that atoms step down without an appreciable extra barrier; such a barrier, known on Ag(111), raises the coverage on the mesa and with it the nucleation rate, most strongly at low temperature. With $D=\Gamma a^2/4$, the steady equation $D\nabla^2\theta+F=0$ has the solution

$$\theta(r)=\theta_{\rm eq}+\frac{F(R^2-r^2)}{4D},\qquad
F=\frac{4D[\theta(0)-\theta_{\rm eq}]}{R^2}.$$

For $D=3.98\times10^9$ nm²/s and coverages $5.00\times10^{-5}$ and $1.57\times10^{-5}$, $F=0.547$ monolayers per second. Depositing one monolayer takes $1/F=1.83$ s. Covering the mesa takes longer, because the edge keeps removing atoms. A centred island of radius $r_i$ whose edge holds $\theta_{\rm eq}$ subtracts $A\ln(R/r)$ from the profile, with $A=F(R^2-r_i^2)/[4D\ln(R/r_i)]$, and gains $2\pi DA/\Omega$ atoms per time, counting those that land on top of it. The covered fraction $y=r_i^2/R^2$ then obeys $dy/dt=F(1-y)/\ln(1/y)$, which reaches $y=1$ after $\pi^2/(6F)=3.0$ s.

**Off-centre driving.** Let $x=r^2/R^2$. Near the centre $\Delta\mu$ falls by $0.687\,Tx$, and $dG^*/d\Delta\mu=-n^*$, so $J$ falls roughly as $e^{-15.6x}$. The effective area fraction would be $1/15.6=0.064$. Integration over the whole profile gives 0.055. It is smaller because the estimate leaves out the fall of the attachment rate with coverage, and because the decline steepens outward.

**Diffusive supply.** Write $a_n=\kappa_n\theta$. If the coverage beside an island of radius $r_n$ is $\theta_r$ and its local equilibrium value is $\theta_n$, the net uptake is

$$I=\kappa_n(\theta_r-\theta_n)=\frac{2\pi D(\theta-\theta_r)}{\Omega\ln(R/r_n)} .$$

The second form follows by integrating a constant radial current. Eliminating $\theta_r$,

$$I=\frac{\kappa_n(\theta-\theta_n)}{1+\kappa_n\Omega\ln(R/r_n)/(2\pi D)} .$$

Attachment and net detachment are reduced by the same factor. With the steady diffusion field assumed here, this multiplies the central rate by 0.046.

**Adatom depletion.** If the mesa's 1427 adatoms were not replenished, an island of $m$ atoms would lower the coverage by the factor $1-m/1427$. The product of these factors up to the critical size is 0.84. This factor assumes no replenishment and the supply factor assumes a steady field out to $R$, so the two are not strictly compatible. With the slowed rates a successful climb to $n^*$ takes about 11 µs, shorter than the 43 µs, $R^2/(5.78D)$, in which the mesa gas relaxes. Replacing $R$ in the logarithm by $\sqrt{4Dt}\approx400$ nm gives a supply factor of 0.052, and replacing it by the 38 nm spacing between adatoms gives 0.08. The combined estimate below is therefore good to about a factor of two.

Treating the corrections as independent gives $488\times0.046\times0.055\times0.84\approx1$ nucleation per second, or about two per deposited monolayer. The model thus places these conditions near the border between edge-fed growth and the regular start of new layers on the mesa. It does not predict many islands per layer: a new island lowers the coverage around it within about $R^2/D=0.25$ ms, far less than the second or so between nucleations, so a second island in the same layer is unlikely.

The real surface limits this conclusion. At 300 K the same deposition rate would, by the formulas above, drive the centre to a critical size below one atom, where a continuum perimeter energy has no meaning. Even at 700 K the result is very sensitive to the step free energy. At fixed $\Delta\mu$, raising $\beta$ by 5% multiplies $J$ by 0.039, and lowering it by 5% multiplies $J$ by 23. At the fixed deposition rate of the mesa the trend is reversed, because $\theta(0)-\theta_{\rm eq}$ is then fixed while $\theta_{\rm eq}=e^{-c/T}$ changes. With $\beta$ 5% higher, the central $\Delta\mu$ rises to 0.095 eV and $G^*$ drops from $26.4\,T$ to $21.5\,T$; with $\beta$ 5% lower, they become 0.049 eV and $33.9\,T$. Through $e^{-G^*/T}$ the central nucleation rate changes by more than a factor of 100 either way. This reversal belongs to the model: it arises only because the capillary form, taken down to $n=1$, ties $\theta_{\rm eq}$ to $\beta$. On a real surface the adatom formation energy is a separate quantity. With $\theta_{\rm eq}$ held fixed, a 5% higher $\beta$ multiplies the central rate by 0.067 and a 5% lower one by 13, so $\theta_{\rm eq}$ must be known in its own right. The sampling error of 2% is irrelevant beside this: agreement with the chain validates the algorithm, while the growth decision requires a better step free energy and a better diffusion coefficient, since $\theta(0)-\theta_{\rm eq}=FR^2/(4D)$ at a given deposition rate. The form $D=\Gamma a^2/4$ assumes hops of length $a$ in six directions. If the same $\Gamma$ counted hops between fcc and hcp hollows, of length $a/\sqrt3$, then $D=\Gamma a^2/12$, and at the same $F$ the central $\Delta\mu$ would be 0.122 eV and $G^*$ only $15.1\,T$. The hopping barrier is also just $1.7\,T$ at 700 K, where an Arrhenius hop rate is itself approximate. The numerical output below lists all stages.

## Numbers as computed

```
temperature 700 K, kT 0.06032 eV
atomic spacing 0.289 nm, area per atom 0.07233 nm^2
step free energy 0.70 eV/nm, line coefficient c 0.6674 eV
hop barrier 0.10 eV, prefactor 1.0e+12 1/s
hop rate 1.906e+11 1/s, diffusion 3.979e+09 nm^2/s
driving force 0.070 eV per atom
adatom coverage 5.002e-05, at equilibrium 1.567e-05
critical size 22.72 atoms
barrier 1.5906 eV = 26.37 kT
cell 100000 sites, area 7233 nm^2, final size 80
basin cycles 400000, crossings of size 3: 17536
flux, total clock: FFS 1.9482e+06, exact 1.9567e+06 1/s
flux, gas clock: FFS 2.3039e+06, exact 2.3132e+06 1/s
stage  3 ->  4: sampled 0.10861, exact 0.10831
stage  4 ->  5: sampled 0.17638, exact 0.17573
stage  5 ->  6: sampled 0.24084, exact 0.24113
stage  6 ->  7: sampled 0.30276, exact 0.30287
stage  7 ->  9: sampled 0.14724, exact 0.14933
stage  9 -> 11: sampled 0.23724, exact 0.23682
stage 11 -> 13: sampled 0.32913, exact 0.32847
stage 13 -> 16: sampled 0.29264, exact 0.29301
stage 16 -> 19: sampled 0.43000, exact 0.43033
stage 19 -> 23: sampled 0.49100, exact 0.49152
stage 23 -> 28: sampled 0.63504, exact 0.63367
stage 28 -> 80: sampled 0.76696, exact 0.76658
trials per stage 80000
product of stages: sampled 4.8324e-07, exact 4.8613e-07
gas time fraction, exact 0.84589
cell rate k: FFS 9.4142e-01, exact 9.5119e-01 1/s
mean first-passage time, linear solve 1.05131e+00 s
independent-island K: FFS 1.1133e+00, exact 1.1245e+00 1/s
predicted relative error of FFS 2.22 %
200 small runs of 400 trials: mean/exact 0.9964
their relative variance 0.0954, predicted 0.0909
brute-force excursions per nucleation 4.662e+07
jumps: brute force 9.815e+07 per event, FFS 3.689e+07 in all
easy case (0.15 eV, 5000 sites, size 30): gas fraction 0.7781
easy case rate: direct 3.0661e+05, exact 3.0920e+05 1/s
two-shape chain: direct 0.01906, carried 0.01906
two-shape chain, shapes redrawn at each stage 0.00794
J: FFS 1.5392e+02, exact 1.5546e+02 per um^2 per s
mesa radius 1000 nm, uncorrected mesa rate 4.884e+02 1/s
deposition sustaining the centre 0.5466 ML/s
layer filling time 1.829 s
factor from diffusive supply 0.0457
factor from lower driving off centre 0.0546
mean adatoms on mesa 1427, depletion factor 0.8367
factor for step energy +5%: 3.854e-02, -5%: 2.274e+01
corrected mesa rate, rough 1.019e+00 1/s
corrected nuclei per layer filling time 1.865e+00
```
